# The Fowler–Nordheim exponent from WKB tunnelling through a triangular barrier, part 2

An electron at the Fermi level $E_F$ of a metal ($x<0$) tunnels through an insulating film ($0<x<d$) into an identical metal with its levels lowered by $eFd$. The band edge in the film lies $\phi-eFx$ above $E_F$; $e>0$ is the elementary charge and $F>0$ the field magnitude. The model has no scattering, trapped charge or image force. Energies are in eV, lengths in nm and fields in V/nm, unless stated otherwise.

The barrier mass is $m_b=m_rm_e$. The metals have the free-electron mass $m=m_e$ and Fermi energy $E_K$. The incoming and transmitted wave numbers are $k$ and $q$, with $\hbar^2q^2/(2m)=E_K+eFd$.

The decay rate is $\kappa(x)=\sqrt{2m_b(\phi-eFx)}/\hbar$, with $\kappa_0=\kappa(0)$, and the turning point is $x_t=\phi/(eF)$. The WKB transmission is $D\sim e^{-2\int\kappa\,dx}$ over the forbidden region. For $eFd\ge\phi$ this region is a triangle, with exponent

$$B=\frac{4\sqrt{2m_b}\,\phi^{3/2}}{3\hbar eF}.$$

For $\eta=eFd/\phi<1$ it is a trapezoid, with exponent $G=B[1-(1-\eta)^{3/2}]$.

The exact solutions are Airy functions of $z=(x_t-x)/L$, $L^3=\hbar^2/(2m_beF)$, with $z=z_0$ at $x=0$ and $z=z_d$ at $x=d$. Let $u=m\kappa_0/(m_bk)$ and $\zeta_0=\tfrac23z_0^{3/2}$. If the linear edge continues without end (the endless ramp), then for large $B$

$$D\approx\frac{4m\sqrt{z_0}}{m_bkL(1+u^2)}e^{-2\zeta_0}=\frac{4u}{1+u^2}\,e^{-B}. \tag{17}$$

In the film $\psi=a\,\mathrm{Ai}(z)+b\,\mathrm{Bi}(z)$. With $v=Lqm_b/m$ and incoming amplitude $A$,

$$a=\pi\left[\mathrm{Bi}'(z_d)+iv\,\mathrm{Bi}(z_d)\right],\qquad
b=-\pi\left[\mathrm{Ai}'(z_d)+iv\,\mathrm{Ai}(z_d)\right]. \tag{19}$$

$$A=\frac12\left[\psi(0)+\frac{m\,\psi'(0)}{ik\,m_b}\right],\qquad D=\frac{q}{k|A|^2}. \tag{20}$$

For an opaque barrier $|A|^2\approx\tfrac14|b|^2\mathrm{Bi}^2(z_0)(1+u^2)$. If the film extends well past $x_t$, then with $\theta=\tfrac23s^{3/2}+\tfrac\pi4$ and, in this formula only, $s=-z_d$,

$$\frac{D_{\rm film}}{D_{\rm ramp}}\approx\frac{1}{r\sin^2\theta+r^{-1}\cos^2\theta},\qquad r=\frac{v}{\sqrt s}. \tag{22}$$

The example has $\phi=3$ eV, $m_r=0.4$, $d=5$ nm, $F=1$ V/nm and $E_K=5$ eV. This gives $B=22.45$, $e^{-B}=1.78\times10^{-10}$ and an entrance prefactor $4u/(1+u^2)=1.96$.

### The prefactor of the trapezoid

Equation (19) also serves for $eFd<\phi$, where $z_d>0$. If $z_d\gg1$, then $\mathrm{Ai}'(z_d)\approx-\sqrt{z_d}\,\mathrm{Ai}(z_d)$, and $|b|^2\approx\pi^2\mathrm{Ai}^2(z_d)(v^2+z_d)$. The asymptotic forms of the Airy functions give

$$\pi^2\mathrm{Ai}^2(z_d)\,\mathrm{Bi}^2(z_0)\approx\frac{e^{G}}{4\sqrt{z_dz_0}},\qquad
G=\tfrac43\left(z_0^{3/2}-z_d^{3/2}\right).$$

This $G$ is the WKB exponent, since $z_d/z_0=1-\eta$. Put $\sqrt{z_0}=L\kappa_0$ and $\sqrt{z_d}=L\kappa(d)$, and define $u_d=\sqrt{z_d}/v=m\kappa(d)/(m_bq)$. Equation (20) becomes

$$D\approx\frac{16\,(q/k)\,L^2\kappa_0\kappa(d)}{(1+u^2)\,v^2(1+u_d^2)}\,e^{-G}
=\frac{4u}{1+u^2}\cdot\frac{4u_d}{1+u_d^2}\,e^{-G}. \tag{23}$$

The last step uses $v=Lqm_b/m$. Each face contributes one factor. Near $eFd=\phi$, $z_d$ is not large and the full form (19)–(20) is needed.

At 0.4 V/nm the prefactor is 3.45 and $G=45.32$, so (23) predicts $-\ln D=44.08$. Exact matching gives 44.07. The triangular exponent, 56.12, is far from this.

### From one electron to a current density

At zero temperature the emitting metal is filled up to $E_F$. A state at depth $\varepsilon=E_F-E\ge0$ with parallel wave number $k_\parallel$ carries charge at rate $e v_xD$. Including two spin directions,

$$J=2e\int\frac{d^2k_\parallel}{(2\pi)^2}\int\frac{dk_x}{2\pi}\,v_x\,D .$$

At fixed $k_\parallel$, $v_x\,dk_x=dE/\hbar$. The speed cancels the density of states in one dimension, and

$$J=\frac{e}{\pi\hbar}\int_0d\varepsilon\int\frac{d^2k_\parallel}{(2\pi)^2}\,D(\varepsilon,k_\parallel). \tag{24}$$

Here $J$ is the magnitude of the current density. The receiving states must be empty, which holds for $\varepsilon<eFd$.

Assume that the interface is smooth enough to conserve $k_\parallel$. In the barrier, the parallel motion uses up an energy $w=\hbar^2k_\parallel^2/(2m_b)$, which is not available for motion along $x$. The electron therefore meets a triangle of height

$$\phi+s,\qquad s=\varepsilon+w. \tag{25}$$

Let $B(\phi+s)$ denote the exponent with the height replaced. To first order in $s$ it is $B+s/\delta$, where

$$\frac1\delta=\frac{dB}{d\phi}=\frac{3B}{2\phi}=\frac{2\sqrt{2m_b\phi}}{\hbar eF},\qquad
\delta=\frac{2\phi}{3B}=\frac{\hbar eF}{2\sqrt{2m_b\phi}}. \tag{26}$$

The energy $\delta$ sets how far below the Fermi level, or how far into parallel motion, emission reaches. In the example $\delta=2\times3/(3\times22.45)=0.089$ eV. This is small beside both $\phi$ and $E_K$, which is why the exponent at the Fermi level governs the total current.

For the parallel integral, $d^2k_\parallel=2\pi k_\parallel dk_\parallel$ and $k_\parallel dk_\parallel=m_b\,dw/\hbar^2$, so

$$\frac{d^2k_\parallel}{(2\pi)^2}=\frac{m_b}{2\pi\hbar^2}\,dw. \tag{27}$$

Use the WKB factor alone, with unit prefactor. Because $\delta$ is small beside both $E_K$ and $eFd$, both upper limits may be taken to infinity, and each energy integral gives $\delta$:

$$J_0=\frac{e\,m_b}{2\pi^2\hbar^3}\,e^{-B}\int_0^\infty d\varepsilon\int_0^\infty dw\,e^{-(\varepsilon+w)/\delta}
=\frac{e\,m_b\delta^2}{2\pi^2\hbar^3}\,e^{-B}. \tag{28}$$

From (26), $\delta^2=\hbar^2e^2F^2/(8m_b\phi)$. Therefore

$$J_0=\frac{e^3F^2}{16\pi^2\hbar\phi}\,e^{-B}. \tag{29}$$

The barrier mass has cancelled from the prefactor. A larger $m_b$ narrows the energy range, $\delta^2\propto1/m_b$, but puts more parallel states into a given range of $w$, in proportion to $m_b$. The cancellation depends on (25). If the parallel energy in the barrier were counted with the electrode mass $m$, then $m$ would replace $m_b$ in (27), and the result would carry an extra factor $m/m_b$. An implementation should use one convention throughout.

### The first correction to the current formula

The linear expansion of the exponent can be checked by keeping the next term:

$$B(\phi+s)=B\left(1+\frac s\phi\right)^{3/2}=B+\frac{3B}{2\phi}s+\frac{3B}{8\phi^2}s^2+\dots$$

Set $s=\delta t$ with $\delta=2\phi/(3B)$. The linear term becomes $t$, and the quadratic term becomes $t^2/(6B)$. Since the integrand depends only on $s=\varepsilon+w$, and the line of fixed $s$ has length $s$ in the variable $\varepsilon$, the double integral reduces to one with weight $s\,ds$. Hence

$$\frac{J_{\rm WKB}}{J_0}=\int_0^\infty t\,e^{-t}\left(1-\frac{t^2}{6B}+\dots\right)dt=1-\frac1B+\dots, \tag{30}$$

because $\int_0^\infty t^3e^{-t}dt=6$. Here $J_{\rm WKB}$ is the Fermi-sea sum with the full WKB factor. The current is slightly below $J_0$ because the exponent rises faster than linearly with barrier height.

In the example $1-1/B=0.955$, while the numerical sum gives $J_{\rm WKB}/J_0=0.959$. A test at 0.25 V/nm confirms the coefficient of $1/B$ to within 5%. Doubling $m_r$ from 0.4 to 0.8 at 0.5 V/nm changes the sum, after division by $e^{-B}$, by 0.6%; an uncancelled mass factor would have changed it by a factor of two.

### Size of the current

For the example, the prefactor of (29) is evaluated in SI units. One factor $e$ cancels when $\phi=3$ eV is converted to joules:

$$\frac{e^2(10^9\ \mathrm{V/m})^2}{16\pi^2\hbar\,(3\ \mathrm V)}=5.14\times10^{11}\ \mathrm{A/m^2}.$$

Multiplication by $e^{-B}=1.78\times10^{-10}$ gives $J_0=92$ A/m², or $9.2\times10^{-3}$ A/cm². The WKB sum is 88 A/m². Replacing the WKB factor by the exact ramp transmission for every state gives 171 A/m². The ratio of these two sums, 1.95, is close to the entrance prefactor 1.96 found for a single electron at the Fermi level. For the endless ramp, formula (29) is thus too low by a factor of about two at these parameters. In a finite film the far face changes this factor: with the exact film transmission for every state, the current of the 5 nm film is 2.3 times $J_0$ at 1 V/nm and 3.0 times $J_0$ at 0.8 V/nm. Formula (29) is therefore an estimate of the order of magnitude, even inside the model.

The dependence on field is much stronger than this uncertainty. Because $B\propto1/F$,

$$\frac{d\ln J_0}{d\ln F}=2+B. \tag{31}$$

Here this is 24.4. Raising the field from 0.8 to 1.2 V/nm lowers $B$ from 28.06 to 18.71 and raises $J_0$ from 0.21 to $5.6\times10^3$ A/m². For an ultrathin film at fixed voltage drop $V$, the field is $F=V/d$. A thickness smaller by 1% then raises $\ln J_0$ by about 0.24. Thickness control therefore matters even though $d$ is absent from the exponent at fixed field.

### Extracting the barrier from a slope

Divide (29) by $F^2$ and take the logarithm, with $J_0$ and $F$ as numbers in fixed units:

$$\ln\frac{J_0}{F^2}=\text{const}-\frac{\beta}{F},\qquad
\beta=BF=\frac{4\sqrt{2m_b}\,\phi^{3/2}}{3\hbar e}. \tag{32}$$

A plot against $1/F$ is a straight line of slope $-\beta$. The correction (30) bends it slightly. With $y=1/F$, $\ln(1-1/B)\approx-1/(\beta y)$, whose derivative with respect to $y$ is $1/(\beta y^2)=F^2/\beta$. The corrected slope is

$$-\beta+\frac{F^2}{\beta}=-\beta\left(1-\frac1{B^2}\right). \tag{33}$$

At 1 V/nm this is $-22.449+0.045=-22.404$ V/nm. The sum with exact ramp transmission gives $-22.406$ V/nm. The entrance prefactor, which nearly doubles the current, has almost no effect on the slope, because it hardly depends on field.

The far face of a finite film does affect the slope. Its factor (22) oscillates as the field changes the phase $\theta$, and this disturbs the slope far more than the correction in (33). With the exact film transmission (20) for every state, the 5 nm film has local slopes from about $-13$ to $-32$ V/nm for fields between 0.8 and 1.2 V/nm. A straight line fitted over this range averages over much of the oscillation. Its slope is about $-22$ V/nm, which gives a barrier of about 2.95 eV instead of 3 eV. For a 4.5 nm film the same fit gives about 3.1 eV. The oscillation requires the electron to keep its phase between the turning point and the far face. The model has no scattering; in a real insulator scattering damps the oscillation, the more so the longer this stretch is.

The slope determines the product $\sqrt{m_b}\,\phi^{3/2}$, not the two quantities separately. If $m_b$ is known,

$$\phi=\left(\frac{3\hbar e\beta}{4\sqrt{2m_b}}\right)^{2/3}. \tag{34}$$

At given slope $\phi\propto m_b^{-1/3}$, so a mass too large by 3% makes the inferred barrier too small by about 1%. The mass must describe the decay throughout the barrier, not only near the band edge. If, for example, $\kappa^2$ is reduced by the factor $1-y/E_g$ at a depth $y$ below the edge, with a gap $E_g=9$ eV, then (34) with the band-edge mass gives 2.78 eV for a barrier of 3 eV. The intercept contains $\phi$ without $m_b$, but it is a poor second source: by (29) an unknown factor of two in the current becomes a factor of two in $\phi$. The far face can do more harm, because it tilts the fitted line and the extrapolation to $1/F=0$ magnifies the tilt. For the endless ramp, the intercept of a fit over the same range gives about 1.7 eV instead of 3 eV. For the 4.5 nm film it gives between about 0.3 and 0.5 eV, depending on how the fields are spaced.

### Conditions for use

Before applying (29) or (34), check $eFd>\phi$ over the whole range of fields. States with $s>0$ meet a higher barrier, so a margin of several $\delta$ is needed for the triangular form to hold for nearly all the current. In the example the margin is $5-3=2$ eV, about 22 times $\delta$. Below the threshold the exponent is $G$, whose dependence on field is different; a straight line fitted across both regimes does not have slope $-\beta$. Putting $G$ for $B$ in (29) is not enough there, because the energy range $\delta$ and the prefactor change too: for the 5 nm film at 0.4 V/nm the result would be too low by a factor of about 20. Use the sum (24) with the film transmission (20) instead.

The exponent must be large, since the relative error of (17) and the correction (30) fall at least as fast as $1/B$ only in that limit. Temperature must also be low. Above $E_F$ the occupation falls as $e^{-|\varepsilon|/k_BT}$ while the transmission grows as $e^{|\varepsilon|/\delta}$, so emission stays concentrated near the Fermi level only if $k_BT<\delta$, and (29) requires $k_BT\ll\delta$. In the example at 300 K, $k_BT/\delta=0.29$, and the current computed with the WKB factor is already 16% above its zero-temperature value.

The field in every formula is the local field in the film. Fields near 1 V/nm, as in the example, are close to breakdown even in good silicon dioxide films, so the usable range in a device may be narrower. Trapped charge makes the field non-uniform, and the edge is then no longer linear. In that case, as with an image force, return to $2\int\kappa\,dx$ with the actual band edge. The image force matters for the size of the current: that of the emitting face alone, with a relative permittivity between 2.1 and 3.9, raises the factor $e^{-B}$ of the example by 12 to 4 times. It changes the slope against $1/F$ by only about 1%. For very opaque barriers, evaluate $\ln J$ directly and use exponentially scaled Airy functions, so that neither $e^{-B}$ nor $\mathrm{Bi}(z_0)$ leaves the range of floating-point numbers. The numerical output below lists the main values for the example.

## Computed results

```
barrier height phi = 3.0 eV
barrier mass / free-electron mass = 0.4
film thickness d = 5.0 nm; field F = 1.0 V/nm
Fermi energy of electrodes = 5.0 eV
hbar^2/(2 m_e) = 0.038100 eV nm^2
coefficient 4 sqrt(2 m_e)/(3 hbar e) = 6.8309 V nm^-1 eV^-3/2
potential energy drop e F d = 5.0 eV
turning point x_t = 3.00 nm
smallest field for a triangle = 0.60 V/nm
kappa at entrance = 5.6121 nm^-1
exponent B, formula = 22.4486
exponent B, quadrature = 22.4486
slowness |d(1/kappa)/dx| at entrance = 0.0297
WKB factor exp(-B) = 1.7811e-10
entrance prefactor 4u/(1+u^2) = 1.9596
prefactor * exp(-B) = 3.4903e-10
exact transmission, endless ramp = 3.5099e-10
exact transmission, 5 nm film = 3.8341e-10
film/ramp ratio, 4 to 8 nm: min = 0.630, max = 1.807
power of phi from exact slopes = 1.4997
power of mass from exact slopes = 0.4996
decay energy delta = 0.0891 eV
J, closed formula = 9.152e+01 A/m^2
J, closed formula = 9.152e-03 A/cm^2
J, Fermi-sea sum with WKB factor = 8.778e+01 A/m^2
J, Fermi-sea sum with exact ramp = 1.714e+02 A/m^2
J ratio, WKB sum / closed formula = 0.9591
1 - 1/B = 0.9555
J ratio, exact sum / WKB sum = 1.9531
bare prefactor ratio, mass 0.8 / mass 0.4, at 0.5 V/nm = 1.0062
F = 0.8 V/nm: B = 28.061, J formula = 2.140e-01 A/m^2
F = 1.0 V/nm: B = 22.449, J formula = 9.152e+01 A/m^2
F = 1.2 V/nm: B = 18.707, J formula = 5.556e+03 A/m^2
slope of ln(J/F^2) against 1/F, exact sum = -22.406 V/nm
slope predicted by the exponent = -22.449 V/nm
low field = 0.4 V/nm; energy drop = 2.0 eV
low field: triangular formula B = 56.121
low field: trapezoid exponent G = 45.321
low field: trapezoid prefactor = 3.452
low field: -ln(exact film transmission) = 44.071
low field: G - ln(prefactor) = 44.082
zero-field limit 2 kappa d = 56.121
```
